\section*{Low-Energy Photon-Photon Scattering from the Euler-Heisenberg Vertex, part 2}

We seek the low-energy cross section for photon-photon scattering, the origin of its factor 139, and why integrating $d\sigma/d\Omega$ over the sphere gives twice the quoted total $\sigma$. The question's coupling-count estimate, $\alpha^4(\hbar/mc)^2$, lacked any frequency dependence.

Hartree units with Gaussian fields have $\hbar=m=e=1$, $c=1/\alpha$, $mc^2=\alpha^{-2}$; the critical field is $c^3$. Each photon has CM energy $\omega\ll mc^2$. Photons 1, 2 (four-momenta $k_1,k_2$, in energy units) scatter through $\theta$ into 3, 4, with $\mathbf k_4=-\mathbf k_3$; $a^\dagger_{\mathbf k\lambda}$ creates a photon of helicity $\lambda=\pm1$. The density of final states $\rho$ counts one state per $\mathbf k_3$.

The premise, with $x=\tau E/c^3$, $y=\tau B/c^3$ and $\tau$ the proper-time parameter, is
\begin{equation}
\mathcal L_1=-\frac{c^5}{8\pi^2}\int_0^\infty\frac{d\tau}{\tau^3}\,e^{-\tau}
\left[x\cot x\;y\coth y-\frac{y^2-x^2}{3}-1\right].
\label{eq:pt}
\end{equation}
Its quartic part is $\kappa Q$, with $Q=(\mathbf E^2-\mathbf B^2)^2+7(\mathbf E\cdot\mathbf B)^2$ and $\kappa=\alpha^7/360\pi^2$. In a box of volume $V$ the matrix element is $-\kappa T(2\pi\omega)^2/V$, where $T$ sums the $4!$ assignments of photons to fields in $Q$. Then
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{(2\pi)^2\kappa^2|T|^2\omega^6}{4c^4}=\pi^2\kappa^2\alpha^4\omega^6|T|^2=\frac{\alpha^{18}\omega^6}{(360\pi)^2}|T|^2 .
\label{eq:master}
\end{equation}
With $s=4\omega^2$, $t=-s\sin^2\frac\theta2$, $u=-s\cos^2\frac\theta2$,
\begin{equation}
M=\frac{2}{45}\alpha^{10}\omega^4T,\qquad \frac{d\sigma}{d\Omega}=\frac{|M|^2}{64\pi^2\alpha^2s}.
\label{eq:M}
\end{equation}
The helicity amplitudes are
\begin{align}
T(++\to++)&=88,\nonumber\\
T(+-\to+-)&=88\cos^4\tfrac\theta2,\nonumber\\
T(+-\to-+)&=88\sin^4\tfrac\theta2,\label{eq:T}\\
T(++\to--)&=-24\left(1+\sin^4\tfrac\theta2+\cos^4\tfrac\theta2\right),\nonumber
\end{align}
\begin{align}
M(++\to++)&=\tfrac{11}{45}\alpha^{10}s^2,& M(+-\to+-)&=\tfrac{11}{45}\alpha^{10}u^2,\nonumber\\
M(+-\to-+)&=\tfrac{11}{45}\alpha^{10}t^2,& M(++\to--)&=-\tfrac1{15}\alpha^{10}(s^2+t^2+u^2).
\end{align}
Reversing all helicities repeats these; the other eight amplitudes vanish. The vertex numbers 1 and 7 enter the 88s through $4+7=11$ and the $-24$ through $4-7=-3$.

\subsection*{Where 139 comes from}

Write $c_\theta=\cos\theta$, so that $\sin^2\frac\theta2=(1-c_\theta)/2$ and $\cos^2\frac\theta2=(1+c_\theta)/2$. Then
\begin{align}
1+\sin^4\tfrac\theta2+\cos^4\tfrac\theta2&=1+\frac{2+2c_\theta^2}{4}=\frac{3+c_\theta^2}{2},\\
1+\sin^8\tfrac\theta2+\cos^8\tfrac\theta2&=1+\frac{2+12c_\theta^2+2c_\theta^4}{16}=\frac{9+6c_\theta^2+c_\theta^4}{8}=\frac{(3+c_\theta^2)^2}{8}.
\end{align}
The second line is the identity $s^4+t^4+u^4=\frac12(s^2+t^2+u^2)^2$, a consequence of $s+t+u=0$, and it is why both kinds of term share one angular function. Each amplitude in \eqref{eq:T} occurs twice. With $88=8\cdot11$ and $24=8\cdot3$,
\begin{align}
\sum|T|^2&=2\cdot64\cdot11^2\,\frac{(3+c_\theta^2)^2}{8}+2\cdot64\cdot3^2\,\frac{(3+c_\theta^2)^2}{4}\nonumber\\
&=16\left(11^2+2\cdot3^2\right)(3+c_\theta^2)^2=16\cdot139\,(3+c_\theta^2)^2 .
\end{align}
So $139=121+18$. Averaging over the four initial states divides by 4 and gives $556(3+c_\theta^2)^2$. The final states are summed and not averaged. Since $4/360^2=1/180^2$, equation \eqref{eq:master} becomes
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{139\,\alpha^{18}\omega^6}{(180\pi)^2}\,(3+\cos^2\theta)^2\quad\text{bohr}^2/\text{sr}.
\label{eq:dsig}
\end{equation}
Leaving out $++\to--$, on the mistaken belief that the total helicity is conserved, leaves the shape intact and replaces 139 by 121, an error that the angular dependence does not reveal. The distribution is symmetric under $\theta\to\pi-\theta$, as it must be for identical particles, and the ratio of its values at $0$ and $90^\circ$ is $16/9$.

\subsection*{The total and the factor one half}

The density $\rho$ counted one state for each $\mathbf k_3$. But $a^\dagger_{\mathbf k\lambda}a^\dagger_{-\mathbf k\lambda'}|0\rangle$ and $a^\dagger_{-\mathbf k\lambda'}a^\dagger_{\mathbf k\lambda}|0\rangle$ are the same state. As $\mathbf k_3$ runs over the whole sphere and both helicities are summed, each final state is met twice. A small detector at angle $\theta$ does count at the rate \eqref{eq:dsig}, and a set of detectors covering the sphere clicks twice per event. The number of events therefore needs
\begin{equation}
\sigma=\frac12\int d\Omega\,\frac{d\sigma}{d\Omega}=\frac12\,2\pi\,\frac{139\,\alpha^{18}\omega^6}{(180\pi)^2}\int_{-1}^1(3+c_\theta^2)^2dc_\theta .
\end{equation}
The integral is $\int_{-1}^1(9+6c_\theta^2+c_\theta^4)\,dc_\theta=18+4+\frac25=\frac{112}5$. Then $139\cdot112=15568$ and $5\cdot180^2=162000$, and dividing both by 16,
\begin{equation}
\sigma=\frac{973\,\alpha^{18}\omega^6}{10125\,\pi}\quad\text{bohr}^2 .
\label{eq:tot}
\end{equation}

Laser beams are polarized, and the same steps apply without the average. For equal helicities the final states are $++$ and $--$, with $\sum|T|^2=88^2+144(3+c_\theta^2)^2$, whose integral over $c_\theta$ is $15488+\frac{16128}5=\frac{93568}5$. For opposite helicities $\sum|T|^2=88^2(2+12c_\theta^2+2c_\theta^4)/16$, whose integral is $\frac{7744}{16}\left(4+8+\frac45\right)=\frac{30976}5$. The prefactor is $\pi/(360\pi)^2=1/(129600\pi)$, and $5\cdot129600=64\cdot10125$, so
\begin{equation}
\sigma_{++}=\frac{1462}{10125\pi}\alpha^{18}\omega^6,\qquad\sigma_{+-}=\frac{484}{10125\pi}\alpha^{18}\omega^6 .
\end{equation}
Their mean has the numerator $(1462+484)/2=973$.

\subsection*{Other frames}

For photons of energies $\omega_1,\omega_2$ whose directions make an angle $\chi$, the invariant is $s=(k_1+k_2)^2=2\omega_1\omega_2(1-\cos\chi)$. The CM energy of each photon is $\sqrt s/2$, so $\omega^6=s^3/64$ in \eqref{eq:tot}. Taking $\omega$ to mean the total energy $\sqrt s$ overestimates $\sigma$ by 64.

The number of events per unit volume and time is invariant. A beam of number density $n_i$ has a current four-vector parallel to $k_i$, so $n_i/\omega_i$ is invariant, and so is $n_1n_2(1-\cos\chi)=(n_1/\omega_1)(n_2/\omega_2)\,s/2$. In the CM frame the event rate density is $2c\,n_1n_2\sigma$, with $1-\cos\chi=2$. In any frame it is therefore $c\,n_1n_2(1-\cos\chi)\,\sigma(s)$. For $\chi\to0$ the scattering stops, in agreement with $Q=0$ for a plane wave, so exactly parallel photons do not scatter from each other. In a beam with a small angular spread the rate for a pair at angle $\chi$ is proportional to $(1-\cos\chi)\,s^3\propto\chi^8$, which is strongly suppressed but not zero.

\subsection*{A side check on the coefficient 11/45}

The premise \eqref{eq:pt} can be tested against pair production. This check borrows two standard results without deriving them: the optical theorem and the Breit-Wheeler cross section. At $t=0$, $u=-s$, the mean of $M(++\to++)$ and $M(+-\to+-)$ is $\bar M(s)\simeq a s^2$ with $a=\frac{11}{45}\alpha^{10}$. Crossing $s\leftrightarrow u$ exchanges the two amplitudes, so $\bar M$ is even in $s$. At order $\alpha^2$ its cuts start at $|s|=4(mc^2)^2=4\alpha^{-4}$, and the optical theorem reads $\operatorname{Im}\bar M=\alpha^2s\,\sigma_{\rm BW}$ in the normalization \eqref{eq:M}. The residue of $\bar M/s^3$ at the origin is $a$. Deform the contour onto the cuts, dropping the large arcs because $\bar M$ grows more slowly than $s^2$. Each cut gives $\frac1\pi\int\operatorname{Im}\bar M\,ds/s^3$, so $a=\frac{2\alpha^2}\pi\int\sigma_{\rm BW}\,ds/s^2$. With $s=4\alpha^{-4}/(1-\beta^2)$ one has $ds/s^2=\alpha^4\beta\,d\beta/2$, and
\[
\sigma_{\rm BW}=\frac{\pi\alpha^4}{2}(1-\beta^2)\left[(3-\beta^4)\ln\frac{1+\beta}{1-\beta}-2\beta(2-\beta^2)\right].
\]
Adaptive quadrature over $0<\beta<1$ gives $a/\alpha^{10}=0.244444$, equal to $11/45=0.244444$. The test fixes the combination $4+7$, together with the normalization of $M$, and says nothing about $4-7$.

\subsection*{Numbers for red light}

Choose two head-on beams of red light of wavelength 671 nm. The constants are $\alpha=0.00729735$, $c=137.036$, $mc^2=18778.9$ hartree and 1 bohr $=5.29177\times10^{-11}$ m. Then
\begin{align*}
\lambda&=\frac{671\times10^{-9}}{5.29177\times10^{-11}}=12680.1\ \text{bohr},\\
\omega&=\frac{2\pi c}{\lambda}=\frac{2\pi\cdot137.036}{12680.1}=0.0679037\ \text{hartree}=1.84775\ \text{eV},\\
\frac{\omega}{mc^2}&=\frac{0.0679037}{18778.9}=3.61596\times10^{-6},\qquad s=4\omega^2=0.0184436\ \text{hartree}^2 .
\end{align*}
The expansion parameter is $(\omega/mc^2)^2=1.30752\times10^{-11}$. Its cube, $2.2\times10^{-33}$, is the frequency factor missing from your estimate and supplies more than thirty-two orders of magnitude. The numerical coefficient $973/(10125\pi)\approx0.03$ of the total cross section supplies another one and a half.

At $90^\circ$, $t=u=-s/2$ and $s^2+t^2+u^2=\frac32s^2$. With $\alpha^{10}=4.28207\times10^{-22}$,
\begin{align*}
M(++\to++)&=0.244444\cdot4.28207\times10^{-22}\cdot(0.0184436)^2=3.56062\times10^{-26},\\
M(+-\to\pm\mp)&=\tfrac14\cdot3.56062\times10^{-26}=8.9016\times10^{-27},\\
M(++\to--)&=-\tfrac1{10}\cdot4.28207\times10^{-22}\cdot(0.0184436)^2=-1.45662\times10^{-26}.
\end{align*}
From \eqref{eq:M}, with the multiplicities 2, 4 and 2,
\[
\frac{d\sigma}{d\Omega}\Big|_{90^\circ}=\frac{\frac14\left[2(3.56062)^2+4(0.89016)^2+2(1.45662)^2\right]\times10^{-52}}{64\pi^2(0.00729735)^2(0.0184436)}=1.3205\times10^{-48}.
\]
Formula \eqref{eq:dsig} uses $139/(180\pi)^2=4.3468\times10^{-4}$, $\alpha^{18}=3.44331\times10^{-39}$ and $\omega^6=9.803\times10^{-8}$:
\begin{align*}
\theta=0:\quad&4.3468\times10^{-4}\cdot3.44331\times10^{-39}\cdot9.803\times10^{-8}\cdot16=2.3476\times10^{-48},\\
\theta=90^\circ:\quad&4.3468\times10^{-4}\cdot3.44331\times10^{-39}\cdot9.803\times10^{-8}\cdot9=1.3205\times10^{-48},
\end{align*}
in bohr$^2$/sr, with the ratio $1.77778$. For the total, $973/(10125\pi)=0.0305892$ and
\begin{align*}
\sigma&=0.0305892\cdot3.44331\times10^{-39}\cdot9.803\times10^{-8}=1.03253\times10^{-47}\ \text{bohr}^2\\
&=1.03253\times10^{-47}\,(5.29177\times10^{-11})^2\ \text{m}^2=2.89138\times10^{-68}\ \text{m}^2 .
\end{align*}
Two numerical checks avoid parts of this route. The golden rule was assembled with $\kappa=3.10138\times10^{-19}$, a narrow Gaussian in place of the delta function, randomly oriented linear polarizations in the original $Q$, and Gauss-Legendre integration over angle. It gave $1.03253\times10^{-47}$ bohr$^2$. Evaluating $973\,\alpha^4(\hbar\omega/mc^2)^6(\hbar/mc)^2/(10125\pi)$ directly in SI units gave $2.89138\times10^{-68}$ m$^2$.

Circularly polarized beams have $\sigma_{++}=(1462/973)\,\sigma=1.55145\times10^{-47}$ and $\sigma_{+-}=(484/973)\,\sigma=5.13612\times10^{-48}$ bohr$^2$. Beams crossing at $\chi=90^\circ$ have half the value of $s$, so $\sigma/8=1.29066\times10^{-48}$ bohr$^2$. The Thomson cross section is $\frac{8\pi}3r_e^2$ with $r_e=\alpha^2$ bohr, that is $8\pi\alpha^4/3=2.37564\times10^{-8}$ bohr$^2$, and
\[
\frac{\sigma}{\sigma_{\rm T}}=\frac{1.03253\times10^{-47}}{2.37564\times10^{-8}}=4.3463\times10^{-40}.
\]

For an event count, choose two unpolarized pulses of $N=10^{18}$ photons each, which is $0.296$ J, passing head-on through each other with a common uniform cross-sectional area $A=10^{10}$ bohr$^2=28.0\ \mu$m$^2$. Each photon of one pulse crosses a column of $N/A$ photons per unit area and scatters with probability $N\sigma/A$. The expected number of events is
\[
\frac{N^2\sigma}{A}=\frac{10^{36}\cdot1.03253\times10^{-47}}{10^{10}}=1.03\times10^{-21}
\]
per pulse pair. This counts only events in which both final photons enter empty modes. An occupied final mode multiplies the rate into that mode by its occupation number plus one. A third beam can supply the occupation, but the two pulses already supply it near their own directions, so for laser pulses the number above is not the whole signal. For linear polarizations the forward values are $T=64$ (parallel) and $T=112$ (crossed). A photon crossing the other pulse, of length $\ell$, feels the energy shift $-N\kappa T(2\pi\omega)^2/(A\ell)$ for a time $\ell/2c$ and gains the phase $\varphi=N\kappa T(2\pi\omega)^2/(2cA)$, here $1.3\times10^{-12}$ and $2.3\times10^{-12}$. With the two polarizations at $45^\circ$, the number of photons turned into the orthogonal, empty polarization is about $N(\Delta\varphi/2)^2\approx2\times10^{-7}$ per pulse pair. This signal grows as $N^3$ and stays close to the beam axis.

\subsection*{Where the result fails}

The six digits above are those of the leading-order formula. The derivative corrections are of relative order $10^{-11}$ here, but the two-loop correction to the vertex is of relative order $\alpha$ and does not shrink with $\omega$, so the physical cross section is known from this calculation only at about the per cent level. Loops of heavier charged particles scale as the inverse fourth power of their mass in the amplitude and are far smaller than that.

The $\omega^6$ law ends when $\omega$ approaches $mc^2=18778.9$ hartree. At $s=4(mc^2)^2$ the pair channel opens, the amplitudes become complex, and no local polynomial vertex can represent them. Already below that point the higher-derivative terms switch on the eight amplitudes that vanished above, and the full box diagram is needed. The truncation at fourth order in the fields fails separately when the field invariants of the overlapping beams or of a background field approach the scale set by $c^3=2.57338\times10^6$ atomic units, where the whole of \eqref{eq:pt} contributes.

\section*{Computed values}
\begin{verbatim}
alpha: 0.00729735 
c = 1/alpha: 137.036 a.u.
m c^2: 18778.9 hartree
bohr radius: 5.29177e-11 m
critical field c^3: 2.57338e+06 a.u.
kappa: 3.10138e-19 a.u.
alpha^10: 4.28207e-22 
alpha^18: 3.44331e-39 
proper-time quadrature / quartic term: 0.999933 
dispersion integral: 0.244444 
11/45: 0.244444 
139/(180 pi)^2: 0.00043468 
973/(10125 pi): 0.0305892 
wavelength (input): 671 nm
wavelength: 12680.1 bohr
omega: 0.0679037 hartree
omega: 1.84775 eV
omega^6: 9.803e-08 hartree^6
omega/mc^2: 3.61596e-06 
(omega/mc^2)^2: 1.30752e-11 
s: 0.0184436 hartree^2
M(++ -> ++) 90 deg: 3.56062e-26 
M(+- -> +-) 90 deg: 8.90156e-27 
M(+- -> -+) 90 deg: 8.90156e-27 
M(++ -> --) 90 deg: -1.45662e-26 
dsigma/dOmega 0 deg: 2.3476e-48 bohr^2/sr
dsigma/dOmega 90 deg: 1.32053e-48 bohr^2/sr
ratio 0/90 deg: 1.77778 
sigma formula: 1.03253e-47 bohr^2
sigma golden-rule quadrature: 1.03253e-47 bohr^2
sigma: 2.89138e-68 m^2
sigma direct SI: 2.89138e-68 m^2
sigma(++): 1.55145e-47 bohr^2
sigma(+-): 5.13612e-48 bohr^2
sigma, beams crossing at 90 deg: 1.29066e-48 bohr^2
Thomson cross section: 2.37564e-08 bohr^2
sigma/Thomson: 4.34633e-40 
photons per pulse (input): 1e+18 
pulse energy: 0.296043 J
area (input): 1e+10 bohr^2
area: 28.0029 um^2
events per pulse pair: 1.03253e-21 
sigma(++) pi/(alpha^18 omega^6) = 1462/10125 ; sigma(+-): 484/10125
mean |T|^2 = 556*(c**2 + 3)**2
\end{verbatim}
